# Unfolding Weights of Supercell States from Plane-Wave Coefficients, part 1

(Sections cited here and not found follow in the second part.)

## Definitions and conventions

The primitive lattice is generated by three vectors \(\mathbf a_1,\mathbf a_2,\mathbf a_3\), in metres. Its reciprocal vectors \(\mathbf b_j\), in inverse metres, obey \(\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}\). The supercell vectors are integer combinations of the primitive ones,

\[
\mathbf A_i=\sum_j M_{ij}\,\mathbf a_j ,\qquad M_{ij}\in\mathbb Z,\qquad N=|\det M|\ge 1 ,
\]

with reciprocal vectors \(\mathbf B_j\) obeying \(\mathbf A_i\cdot\mathbf B_j=2\pi\delta_{ij}\). The supercell volume is \(\Omega=N\Omega_p\), where \(\Omega_p\) is the primitive volume, because the determinant of a product of matrices is the product of the determinants. The symbol \(\mathbf g\) denotes an integer combination of the \(\mathbf b_j\), \(\mathbf G\) one of the \(\mathbf B_j\), \(\mathbf r\) one of the \(\mathbf a_j\), and \(\mathbf R\) one of the \(\mathbf A_j\). A vector belongs to \(\{\mathbf g\}\) exactly when \(e^{i\mathbf g\cdot\mathbf a_l}=1\) for \(l=1,2,3\), since its components along the \(\mathbf b_l\) are \(\mathbf g\cdot\mathbf a_l/2\pi\). The same holds for \(\{\mathbf G\}\) with the \(\mathbf A_l\).

Wave functions obey Born–von Karman conditions on a box of volume \(\mathcal V\) made of a whole number of supercells. The plane waves allowed by the box,

\[
\langle\mathbf x|\mathbf q\rangle=\mathcal V^{-1/2}e^{i\mathbf q\cdot\mathbf x},\qquad \langle\mathbf q|\mathbf q'\rangle=\delta_{\mathbf q\mathbf q'},
\]

are orthonormal and complete. If \(\mathbf q\) is allowed, so is \(\mathbf q+\mathbf G\), because the box edges are supercell vectors. The translation operator is defined by \(T(\mathbf t)\psi(\mathbf x)=\psi(\mathbf x+\mathbf t)\). It is unitary, and \(T(\mathbf t)|\mathbf q\rangle=e^{i\mathbf q\cdot\mathbf t}|\mathbf q\rangle\).

The one-electron Hamiltonian \(H=-\hbar^2\nabla^2/2m_e+V\) is self-adjoint and commutes with every \(T(\mathbf R)\). It need not commute with the primitive translations, which is the situation of an alloy model, a defect cell or a distorted crystal. Spin is left out until the section on limits of validity.

A reference Hamiltonian \(H_0\) is any self-adjoint operator that commutes with every \(T(\mathbf r)\) and has a complete orthonormal set of Bloch states \(|\mathbf kn\rangle\). For a normalised eigenstate \(|\mathbf Km\rangle\) of \(H\) the unfolding weight is defined as

\[
P_{\mathbf Km}(\mathbf k)=\sum_n|\langle\mathbf kn|\mathbf Km\rangle|^2 ,
\]

with \(n\) running over all bands of the reference. It is the probability that the state has primitive crystal momentum \(\hbar\mathbf k\). Here \(\mathbf k\) is defined modulo \(\{\mathbf g\}\), so \(\mathbf k\) and \(\mathbf k+\mathbf g\) label the same set of states.

## The two lattices of wave vectors

Any vector can be expanded as \(\mathbf v=\sum_j(\mathbf A_j\cdot\mathbf v/2\pi)\mathbf B_j\), as one checks by taking the scalar product with \(\mathbf A_i\). For \(\mathbf v=\mathbf b_i\) the coefficient is \(\mathbf A_j\cdot\mathbf b_i/2\pi=\sum_lM_{jl}\,\mathbf a_l\cdot\mathbf b_i/2\pi=M_{ji}\), so

\[
\mathbf b_i=\sum_jM_{ji}\,\mathbf B_j .
\]

The coefficients are integers, hence every \(\mathbf g\) is a \(\mathbf G\). The matrix here is the transpose of the one that links the direct lattices, and using \(M\) in its place gives wrong vectors unless \(M\) is symmetric.

Two vectors \(\mathbf G,\mathbf G'\) are called equivalent when \(\mathbf G-\mathbf G'\in\{\mathbf g\}\). The relation is reflexive, symmetric and transitive because \(\{\mathbf g\}\) contains zero and is closed under negation and addition. It therefore splits \(\{\mathbf G\}\) into disjoint classes \(\mathbf G_i+\{\mathbf g\}\), the cosets, and every \(\mathbf G\) lies in exactly one of them.

The number of cosets is finite. For \(\mathbf G=\sum_jn_j\mathbf B_j\) and \(\mathbf a_l=\sum_j(M^{-1})_{lj}\mathbf A_j\), the component along \(\mathbf b_l\) is

\[
\frac{\mathbf G\cdot\mathbf a_l}{2\pi}=\sum_j(M^{-1})_{lj}\,n_j .
\]

The matrix \(NM^{-1}\) is, up to a sign, the adjugate of \(M\) and has integer entries. Adding \(N\) to any \(n_j\) thus changes the components by integers and leaves the coset unchanged, which allows at most \(N^3\) cosets.

The number is exactly \(N\). Let \(v_B\) and \(v_b\) be the cell volumes of the two reciprocal lattices. The relation between \(\mathbf b_i\) and \(\mathbf B_j\) gives \(v_b=|\det M^{T}|\,v_B=Nv_B\). A ball of radius \(Q\) and volume \(w\) holds \(w/v+O(Q^2)\) points of any lattice of cell volume \(v\), shifted or not, because only the cells cut by the surface are in doubt. With \(c\) cosets, each a shifted copy of \(\{\mathbf g\}\), counting the points of \(\{\mathbf G\}\) in two ways gives \(w/v_B=c\,w/v_b+O(Q^2)\). Dividing by \(w\) and letting \(Q\to\infty\) yields \(c=v_b/v_B=N\).

The same argument in direct space, with cell volumes \(\Omega_p\) and \(\Omega=N\Omega_p\), shows that the primitive lattice splits into \(N\) classes modulo the supercell lattice. Representatives are written \(\mathbf G_1=0,\dots,\mathbf G_N\) and \(\mathbf r_1=0,\dots,\mathbf r_N\). The unfolded wave vectors of a given \(\mathbf K\) are

\[
\mathbf k_i=\mathbf K+\mathbf G_i,\qquad i=1,\dots,N .
\]

They are inequivalent modulo \(\{\mathbf g\}\), since \(\mathbf k_i-\mathbf k_{i'}=\mathbf G_i-\mathbf G_{i'}\).

## Block structure of the two Hamiltonians

Let an operator \(O\) commute with \(T(\mathbf t)\). Acting to the right, \(\langle\mathbf q|OT|\mathbf q'\rangle=e^{i\mathbf q'\cdot\mathbf t}O_{\mathbf q\mathbf q'}\). Acting to the left, unitarity gives \(T^\dagger|\mathbf q\rangle=e^{-i\mathbf q\cdot\mathbf t}|\mathbf q\rangle\), so \(\langle\mathbf q|TO|\mathbf q'\rangle=e^{i\mathbf q\cdot\mathbf t}O_{\mathbf q\mathbf q'}\). Equating the two,

\[
\left(e^{i\mathbf q\cdot\mathbf t}-e^{i\mathbf q'\cdot\mathbf t}\right)O_{\mathbf q\mathbf q'}=0 .
\]

For \(O=H\) and \(\mathbf t=\mathbf A_l\), a nonzero element requires \(e^{i(\mathbf q-\mathbf q')\cdot\mathbf A_l}=1\) for all \(l\), that is \(\mathbf q-\mathbf q'\in\{\mathbf G\}\). The argument does not assume a local potential. \(H\) is block diagonal, each block is spanned by the waves \(\mathbf K+\mathbf G\) at fixed \(\mathbf K\) (the \(\mathbf K\) sector), and its eigenstates are

\[
|\mathbf Km\rangle=\sum_{\mathbf G}C_m(\mathbf K+\mathbf G)\,|\mathbf K+\mathbf G\rangle,\qquad \sum_{\mathbf G}|C_m(\mathbf K+\mathbf G)|^2=\langle\mathbf Km|\mathbf Km\rangle=1 ,
\]

where the second equation uses the orthonormality of the plane waves. The coefficient is labelled by its full wave vector.

For \(O=H_0\) and \(\mathbf t=\mathbf a_l\) the same argument gives smaller blocks, spanned by the waves \(\mathbf k+\mathbf g\), and \(|\mathbf kn\rangle=\sum_{\mathbf g}c_n(\mathbf k+\mathbf g)|\mathbf k+\mathbf g\rangle\). The states \(|\mathbf kn\rangle\) and the waves \(|\mathbf k+\mathbf g\rangle\) are two orthonormal bases of the same block. The orthogonal projector on a subspace is the sum of \(|e\rangle\langle e|\) over any orthonormal basis of it, so

\[
\sum_n|\mathbf kn\rangle\langle\mathbf kn|=\sum_{\mathbf g}|\mathbf k+\mathbf g\rangle\langle\mathbf k+\mathbf g|\equiv\Pi_{\mathbf k}.
\]

In components this is the completeness relation \(\sum_nc_n(\mathbf k+\mathbf g)\,c_n^*(\mathbf k+\mathbf g')=\delta_{\mathbf g\mathbf g'}\). The right side contains no trace of \(H_0\). The step needs all bands \(n\). A sum over a few reference bands drops non-negative terms, so it gives a number that is no larger, is usually smaller, and in general depends on the reference.

## The weight in plane-wave coefficients

Writing \(|\langle\mathbf kn|\mathbf Km\rangle|^2=\langle\mathbf Km|\mathbf kn\rangle\langle\mathbf kn|\mathbf Km\rangle\) and summing over \(n\),

\[
P_{\mathbf Km}(\mathbf k)=\langle\mathbf Km|\Pi_{\mathbf k}|\mathbf Km\rangle=\sum_{\mathbf g}|\langle\mathbf k+\mathbf g|\mathbf Km\rangle|^2 .
\]

Inserting the expansion of the supercell state,

\[
\langle\mathbf k+\mathbf g|\mathbf Km\rangle=\sum_{\mathbf G}C_m(\mathbf K+\mathbf G)\,\delta_{\mathbf k+\mathbf g,\,\mathbf K+\mathbf G}.
\]

The delta is nonzero only if \(\mathbf k-\mathbf K=\mathbf G-\mathbf g\), and \(\mathbf G-\mathbf g\) is a supercell reciprocal vector because \(\mathbf g\) is one. If \(\mathbf k-\mathbf K\notin\{\mathbf G\}\), every term vanishes and \(P_{\mathbf Km}(\mathbf k)=0\). If \(\mathbf k-\mathbf K\in\{\mathbf G\}\), it lies in one coset, so \(\mathbf k\) is equivalent to one \(\mathbf k_i\). For \(\mathbf k=\mathbf k_i\) and each \(\mathbf g\), exactly one term survives, the one with \(\mathbf G=\mathbf G_i+\mathbf g\). Therefore

\[
P_{\mathbf Km}(\mathbf k_i)=\sum_{\mathbf g}|C_m(\mathbf k_i+\mathbf g)|^2=\sum_{\mathbf G:\ \mathbf K+\mathbf G-\mathbf k_i\in\{\mathbf g\}}|C_m(\mathbf K+\mathbf G)|^2 .
\]

The selection rule applies to the full wave vector \(\mathbf K+\mathbf G\), which must differ from \(\mathbf k_i\) by a primitive reciprocal vector. The shorter phrase "\(\mathbf G\) differs from \(\mathbf k\) by a primitive reciprocal vector" is right only when \(\mathbf K\) is itself a primitive reciprocal vector, in practice at \(\mathbf K=0\).

Three invariances follow. Replacing \(\mathbf k_i\) by \(\mathbf k_i+\mathbf g_0\) relabels the sum over \(\mathbf g\) and leaves \(P\) unchanged. Replacing \(\mathbf K\) by \(\mathbf K+\mathbf G_0\) relabels the coefficients and leaves \(P\) at a given \(\mathbf k\) unchanged. Moving the origin by \(\mathbf t\) multiplies each coefficient by \(e^{i(\mathbf K+\mathbf G)\cdot\mathbf t}\), which drops out of the modulus.

## The sum over unfolded wave vectors

Each \(P_{\mathbf Km}(\mathbf k_i)\) is a sum of non-negative terms. The cosets are disjoint and together exhaust \(\{\mathbf G\}\), so the map \((i,\mathbf g)\mapsto\mathbf G_i+\mathbf g\) is one-to-one onto \(\{\mathbf G\}\). A convergent series of non-negative terms may be regrouped freely, so

\[
\sum_{i=1}^NP_{\mathbf Km}(\mathbf k_i)=\sum_{i=1}^N\sum_{\mathbf g}|C_m(\mathbf K+\mathbf G_i+\mathbf g)|^2=\sum_{\mathbf G}|C_m(\mathbf K+\mathbf G)|^2=1 .
\]

Non-negative numbers that add to one lie between zero and one, so \(0\le P\le1\). In operator form, \(\Pi_{\mathbf k_i}\Pi_{\mathbf k_{i'}}=\delta_{ii'}\Pi_{\mathbf k_i}\) and \(\sum_i\Pi_{\mathbf k_i}\) is the identity on the \(\mathbf K\) sector. The sum runs over the \(N\) inequivalent \(\mathbf k_i\), each taken once. The points of a plotted band path that happen to fold onto \(\mathbf K\) may omit some cosets and repeat others, and their weights then add to no fixed number.

## The same result through translations

A form free of plane-wave labels gives a second proof and an independent test of a code. Define \(S(\mathbf G)=\sum_{j=1}^Ne^{i\mathbf G\cdot\mathbf r_j}\). Each term depends only on the class of \(\mathbf r_j\), because \(e^{i\mathbf G\cdot\mathbf R}=1\). Adding \(\mathbf a_l\) to all the \(\mathbf r_j\) sends distinct classes to distinct classes and so permutes them. Hence

\[
S(\mathbf G)=\sum_je^{i\mathbf G\cdot(\mathbf r_j+\mathbf a_l)}=e^{i\mathbf G\cdot\mathbf a_l}S(\mathbf G).
\]

If \(\mathbf G\notin\{\mathbf g\}\), the phase differs from one for some \(l\) and \(S=0\). If \(\mathbf G\in\{\mathbf g\}\), every term equals one and \(S=N\).

For \(|\psi\rangle=|\mathbf Km\rangle\), the action of \(T\) on plane waves gives \(\langle\psi|T(\mathbf r_j)|\psi\rangle=\sum_{\mathbf G}|C_m(\mathbf K+\mathbf G)|^2e^{i(\mathbf K+\mathbf G)\cdot\mathbf r_j}\). Multiplying by \(e^{-i\mathbf k_i\cdot\mathbf r_j}\) turns the phase into \(e^{i(\mathbf G-\mathbf G_i)\cdot\mathbf r_j}\), and averaging over \(j\) gives

\[
\frac1N\sum_je^{-i\mathbf k_i\cdot\mathbf r_j}\langle\psi|T(\mathbf r_j)|\psi\rangle=\sum_{\mathbf G}|C_m(\mathbf K+\mathbf G)|^2\,\frac{S(\mathbf G-\mathbf G_i)}N=P_{\mathbf Km}(\mathbf k_i).
\]

The minus sign in the phase goes with the convention \(T(\mathbf t)\psi(\mathbf x)=\psi(\mathbf x+\mathbf t)\). With \(\psi(\mathbf x-\mathbf t)\) it becomes a plus sign. The choice of representatives does not matter, since a shift \(\mathbf r_j\to\mathbf r_j+\mathbf R\) multiplies the matrix element by \(e^{i\mathbf K\cdot\mathbf R}\) and the prefactor by \(e^{-i\mathbf k_i\cdot\mathbf R}=e^{-i\mathbf K\cdot\mathbf R}\).

For the sum over \(i\), let \(\chi_{ij}=N^{-1/2}e^{i\mathbf G_i\cdot\mathbf r_j}\). Then \((\chi\chi^\dagger)_{ii'}=S(\mathbf G_i-\mathbf G_{i'})/N=\delta_{ii'}\). The matrix is square, because both indices take \(N\) values, so \(\chi^\dagger\chi=1\) as well. The element \((j,1)\) of that identity, with \(\mathbf r_1=0\), reads \(N^{-1}\sum_ie^{-i\mathbf G_i\cdot\mathbf r_j}=\delta_{j1}\). Therefore

\[
\sum_iP_{\mathbf Km}(\mathbf k_i)=\sum_je^{-i\mathbf K\cdot\mathbf r_j}\langle\psi|T(\mathbf r_j)|\psi\rangle\,\delta_{j1}=\langle\psi|\psi\rangle=1 .
\]

The translation form shows what the weights measure. They are the discrete Fourier transform of the overlaps of the state with its own primitive translates. For a state bound tightly to one site per supercell, the overlaps with \(j\ne1\) vanish and \(P=1/N\) for every \(\mathbf k_i\). An impurity level localised so tightly that it does not overlap its primitive translates therefore unfolds into a flat line of uniform weight. Because the transform is invertible, the weights are all equal exactly when the overlaps with \(j\ne1\) all vanish. A state that spreads over neighbouring sites usually has nonzero overlaps and then unequal weights, but spreading alone does not force this. On a ring of four sites with orthonormal orbitals, at \(K=0\), the amplitudes \((1,1,1,-1)/2\) are orthogonal to all their translates and give \(P=1/4\) at every \(k_i\).

## Finite basis and further sum rules

A code keeps the waves with \(|\mathbf K+\mathbf G|\le q_{\max}\), that is kinetic energy up to \(E_{\rm cut}=\hbar^2q_{\max}^2/2m_e\). The proof of the sum rule used only the partition into cosets and the normalisation, so it holds exactly for any truncated set. With this particular cutoff more is true. The condition depends on the full wave vector alone, so the retained waves of coset \(i\) are exactly the primitive basis \(|\mathbf k_i+\mathbf g|\le q_{\max}\), and the definition through reference states holds exactly in the finite basis as well. Let \(n_i\) be the number of waves in coset \(i\).

The eigenvectors of \(H\) in the sector form a unitary matrix, so \(\sum_m|C_m(\mathbf q)|^2=1\) for each retained \(\mathbf q\). Summing over the coset,

\[
\sum_mP_{\mathbf Km}(\mathbf k_i)=n_i .
\]

The spectral function \(A(\mathbf k_i,E)=\sum_mP_{\mathbf Km}(\mathbf k_i)\,\delta(E-E_m)\), in inverse joules, thus integrates to the number of primitive bands the basis can hold, not to one.

For a local potential \(V(\mathbf x)=\sum_{\mathbf G}V_{\mathbf G}e^{i\mathbf G\cdot\mathbf x}\), the average over primitive translates is

\[
\bar V(\mathbf x)=\frac1N\sum_jV(\mathbf x+\mathbf r_j)=\sum_{\mathbf G}V_{\mathbf G}\frac{S(\mathbf G)}Ne^{i\mathbf G\cdot\mathbf x}=\sum_{\mathbf g}V_{\mathbf g}\,e^{i\mathbf g\cdot\mathbf x}.
\]

Two waves of one coset differ by a \(\mathbf g\), so the in-coset block of \(H\) equals that of \(\bar H=-\hbar^2\nabla^2/2m_e+\bar V\), and \(\Delta V=V-\bar V\) connects different cosets only. For fixed atomic potentials on undisplaced sites \(\bar H\) is the virtual-crystal Hamiltonian. In a self-consistent calculation it is the average of the supercell potential, which need not equal the potential of a self-consistent virtual crystal. Using \(H=\sum_mE_m|\mathbf Km\rangle\langle\mathbf Km|\) in the sector,

\[
\sum_mP_{\mathbf Km}(\mathbf k_i)E_m=\mathrm{Tr}\,(\Pi_{\mathbf k_i}H)=\mathrm{Tr}\,\bar H(\mathbf k_i).
\]

Both sides grow without bound as the cutoff rises, so the identity serves as a test at fixed cutoff.

The unfolding weight has been shown to be a sum of squared plane-wave coefficients over one coset, with an equivalent translation form, and the weights of a normalised state over its \(N\) unfolded wave vectors add to one. What remains is to examine limiting cases, implementation and limits of validity, and to test the results on a worked numerical example.
